# Exchange between two silicon dots from eliminating double occupation: test program

```python
"""Exchange of two electrons in two tunnel-coupled silicon dots.
Result under test: J = E_triplet - E_singlet = 4 t^2 U / (U^2 - d^2),
with relative error between 0 and p = 4 t^2 (U^2 + d^2)/(U^2 - d^2)^2.
t: one-electron hopping element; d: right minus left dot level;
U: on-site repulsion minus inter-dot repulsion. Energies in meV.
The formula is compared with diagonalization in Fock space. Effects outside
the model are sized with valley, single-dot and double-well calculations.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigvalsh, expm
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, kve, roots_genlaguerre

# ---------- Fock space: modes L-up, L-down, R-up, R-down ----------
lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else (lower if k == mode else one)
        result = np.kron(result, factor)
    return result


c = [annihilator(k) for k in range(4)]
num = [a.T @ a for a in c]
sector = [i for i in range(16) if bin(i).count("1") == 2]
single = [sector.index(i) for i in (5, 6, 9, 10)]  # one electron per dot


def hubbard(d, t, u_left, u_right, v=0.0, zeeman_diff=0.0):
    """Two-electron Hamiltonian, energy measured from the (1,1) charge state."""
    n_l, n_r = num[0] + num[1], num[2] + num[3]
    hop = c[0].T @ c[2] + c[1].T @ c[3]
    h = -d / 2 * n_l + d / 2 * n_r - t * (hop + hop.T)
    h = h + u_left * num[0] @ num[1] + u_right * num[2] @ num[3]
    h = h + v * (n_l @ n_r - np.eye(16))
    h = h + zeeman_diff / 4 * (num[0] - num[1] - num[2] + num[3])
    return h[np.ix_(sector, sector)]


def j_formula(d, t, u):
    return 4 * t**2 * u / (u**2 - d**2)


def error_bound(d, t, u):
    return 4 * t**2 * (u**2 + d**2) / (u**2 - d**2)**2


def j_exact(d, t, u):
    return -eigvalsh(hubbard(d, t, u, u))[0]  # triplets lie at zero


U, t = 10.0, 0.05
s_plus = [c[0].T @ c[1], c[2].T @ c[3]]
s_z = [(num[0] - num[1]) / 2, (num[2] - num[3]) / 2]
dot_product = s_z[0] @ s_z[1] + (s_plus[0] @ s_plus[1].T + s_plus[0].T @ s_plus[1]) / 2
dot_product = dot_product[np.ix_(sector, sector)][np.ix_(single, single)]

for d in (0.0, 4.0, -6.0, 8.0, 9.0):
    energies, vectors = eigh(hubbard(d, t, U, U))
    J, J0, p = -energies[0], j_formula(d, t, U), error_bound(d, t, U)
    assert np.max(np.abs(energies[1:4])) < 1e-11        # triplets unshifted
    assert 0 < (J0 - J) / J0 < p                        # rigorous bracket
    assert abs(J - 2*t**2/(U-d+J) - 2*t**2/(U+d+J)) < 1e-10
    # effective spin Hamiltonian from the four low exact eigenvectors
    left, _, right = np.linalg.svd(vectors[single, :4])
    frame = left @ right
    h_eff = frame @ np.diag(energies[:4]) @ frame.T
    assert np.max(np.abs(h_eff - J0 * (dot_product - np.eye(4) / 4))) < p * J0
    # a full swap of the two spins after time h/(2J)
    evolution = expm(-1j * np.pi / J * hubbard(d, t, U, U))
    swap = abs(evolution[sector.index(6), sector.index(9)])**2
    assert swap > 1 - 2 * p
    split = eigvalsh(hubbard(d, t, U, U, zeeman_diff=J0))
    assert abs((split[3] - split[0]) / (np.sqrt(2) * J0) - 1) < 2 * p

d_work = 8.0
J_work, J0_work = j_exact(d_work, t, U), j_formula(d_work, t, U)
p_work = error_bound(d_work, t, U)
assert abs((J0_work - J_work) / (J0_work * p_work) - 1) < 0.01
weight = 1 - np.sum(eigh(hubbard(d_work, t, U, U))[1][single, 0]**2)
assert abs(weight / p_work - 1) < 0.01
# unequal repulsions and inter-dot repulsion only shift detuning and U
unequal = -eigvalsh(hubbard(d_work + 1, t, 14.0, 12.0, v=3.0))[0]
assert abs(unequal - J_work) < 1e-10
# beyond the resonance the (1,1)-like singlet is pushed above the triplets
beyond = eigvalsh(hubbard(2 * U, t, U, U))[4]
assert abs(beyond / -j_formula(2 * U, t, U) - 1) < 1e-3
J_res = j_exact(U, t, U)
assert abs(J_res / (np.sqrt(2) * t) - 1) < 0.01
step = 0.01
slope = np.log(j_exact(d_work+step, t, U) / j_exact(d_work-step, t, U)) / (2*step)
slope_formula = 2 * d_work / (U**2 - d_work**2)
assert abs(slope / slope_formula - 1) < 0.01
d_limit = brentq(lambda d: error_bound(d, t, U) - 0.01, 0, 0.99 * U)


# ---------- two particles in n orbitals: antisymmetric minus symmetric ----------
def exchange_gap(h, n):
    i, j = np.triu_indices(n, 1)
    unit = np.eye(n * n)
    a, b = unit[:, i * n + j], unit[:, j * n + i]
    anti = (a - b) / np.sqrt(2)
    sym = np.hstack([(a + b) / np.sqrt(2), unit[:, np.arange(n) * (n + 1)]])
    return eigvalsh(anti.T @ h @ anti)[0] - eigvalsh(sym.T @ h @ sym)[0]


def valley_exchange(d, t_cross, valley):
    h1 = np.diag([-d/2, -d/2 + valley, d/2, d/2 + valley])
    h1[:2, 2:] = -np.array([[t, t_cross], [-t_cross, t]])
    h1[2:, :2] = h1[:2, 2:].T
    site = np.array([0, 0, 1, 1])
    same = (site[:, None] == site[None, :]).astype(float).ravel()
    h2 = np.kron(h1, np.eye(4)) + np.kron(np.eye(4), h1) + U * np.diag(same)
    return exchange_gap(h2, 4)


valley = 0.3
assert abs(valley_exchange(d_work, 0.0, valley) - J_work) < 1e-10
J_valley = valley_exchange(d_work, t, valley)
assert abs(J_valley / J_work - 1) < 0.02  # second-order shifts cancel

# ---------- material scales: harmonic dots at the Si/SiO2 interface ----------
length, spacing, mass, eps = 10.0, 60.0, 0.19, (11.7 + 3.9) / 2
hw = sc.hbar**2 / (mass * sc.m_e * (length * 1e-9)**2) / sc.e * 1e3
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * eps) * 1e12 / length
lam = coulomb / hw


def relative_energy(strength, m, size=60):
    """Relative motion of two electrons in one 2D harmonic dot, units of hw."""
    x, w = roots_genlaguerre(size + 10, m - 0.5)
    k = np.arange(size)
    norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + m + 1)))
    poly = norm[:, None] * eval_genlaguerre(k[:, None], float(m), x[None, :])
    inverse_r = (poly * w) @ poly.T / np.sqrt(2)
    return eigvalsh(np.diag(2.0 * k + m + 1) + strength * inverse_r)[0]


for m in (0, 1):  # closed solutions exist at these strengths; basis error ~ 1/size
    assert abs(relative_energy(np.sqrt(2 * m + 1), m) - (m + 2)) < 5e-3
pair_singlet, pair_triplet = relative_energy(lam, 0), relative_energy(lam, 1)
pair_repulsion = (pair_singlet - 1) * hw
orbital_triplet = (pair_triplet - pair_singlet) * hw

# ---------- quartic double well, transverse motion frozen, units length and hw ----------
grid_step = 0.06
x = np.arange(-150, 151) * grid_step
k = np.arange(x.size)[:, None] - np.arange(x.size)[None, :]
safe = np.where(k == 0, 1, k)
kinetic = np.where(k == 0, np.pi**2 / 6, (1 - 2 * (np.abs(k) % 2)) / safe**2)
half = spacing / 2 / length
well = (x**2 - half**2)**2 / (8 * half**2)
levels, orbitals = eigh(kinetic / grid_step**2 + np.diag(well))
near = -2 * np.log(grid_step / (2 * np.pi)) + np.log(8) - np.euler_gamma
kernel = np.where(k == 0, near, kve(0, (safe * grid_step)**2 / 4)) / np.sqrt(2 * np.pi)
gauss = np.exp(-x**2) / np.sqrt(np.pi) * grid_step
assert abs(gauss @ kernel @ gauss - np.sqrt(np.pi / 2)) < 1e-3


def well_exchange(n):
    orb = orbitals[:, :n].T
    pairs = (orb[:, None, :] * orb[None, :, :]).reshape(n * n, -1)
    v = (pairs @ kernel @ pairs.T).reshape(n, n, n, n).transpose(0, 2, 1, 3)
    one_body = (levels[:n, None] + levels[None, :n]).ravel()
    return exchange_gap(np.diag(one_body) + lam * v.reshape(n * n, n * n), n)


phi_l = (orbitals[:, 0] + orbitals[:, 1]) / np.sqrt(2)
phi_r = (orbitals[:, 0] - orbitals[:, 1]) / np.sqrt(2)
rho_l, rho_r, rho_x = phi_l**2, phi_r**2, phi_l * phi_r
t_well = (levels[1] - levels[0]) / 2
u_site, v_inter = lam * rho_l @ kernel @ rho_l, lam * rho_l @ kernel @ rho_r
direct = lam * rho_x @ kernel @ rho_x
t_assisted = abs(-t_well + lam * rho_l @ kernel @ rho_x)
u_net = u_site - v_inter
J_two, J_many = well_exchange(2), well_exchange(30)
closed = (np.sqrt(u_net**2 + 16 * t_assisted**2) - u_net) / 2 - 2 * direct
assert abs(J_two - closed) < 1e-9   # direct exchange lowers J by twice its value
assert J_many > 0                   # the true ground state is a singlet
assert abs(well_exchange(22) / J_many - 1) < 0.1  # orbital-basis convergence

# ---------- temperature, Zeeman difference, noise, field ----------
temp, g_diff, field_b, noise = 0.1, 1e-3, 1.0, 0.01
k_t = sc.k * temp / sc.e * 1e3
zeeman = g_diff * sc.physical_constants["Bohr magneton"][0] * field_b / sc.e * 1e3
singlet_pop = 1 / (1 + 3 * np.exp(-J_work / k_t))
tilt = d_work * 1e-3 / (spacing * 1e-7) / 1e6
to_mhz = sc.e * 1e-3 / sc.h / 1e6

print(f"U (net repulsion) = {U:.1f} meV, t = {t:.3f} meV")
print("d (meV) | J exact (ueV) | J formula (ueV) | rel. error | bound p")
for d in (0.0, 4.0, 8.0, 9.0, 9.5):
    je, jf = j_exact(d, t, U), j_formula(d, t, U)
    print(f"{d:4.1f} | {je*1e3:.5f} | {jf*1e3:.5f} | "
          f"{(jf-je)/jf:.3e} | {error_bound(d, t, U):.3e}")
print(f"detuning where bound p is 1 percent = {d_limit:.3f} meV")
print(f"J exact at resonance d = U: {J_res*1e3:.2f} ueV")
print(f"sqrt(2) t = {np.sqrt(2)*t*1e3:.2f} ueV")
print(f"J/h at d = 0: {j_exact(0, t, U)*to_mhz:.1f} MHz")
print(f"J/h at d = {d_work:.0f} meV: {J_work*to_mhz:.1f} MHz")
print(f"swap time at d = 0: {1e3/(2*j_exact(0, t, U)*to_mhz):.3f} ns")
print(f"swap time at d = {d_work:.0f} meV: {1e3/(2*J_work*to_mhz):.3f} ns")
print(f"doubly occupied weight at d = {d_work:.0f} meV: {weight:.3e}")
print(f"dlnJ/dd at {d_work:.0f} meV: exact {slope:.4f}, formula {slope_formula:.4f} /meV")
print(f"detuning noise (rough) = {noise*1e3:.0f} ueV")
print(f"relative J noise at d = {d_work:.0f} meV: {slope*noise:.2e}")
print(f"relative J shift at d = 0 from same noise: {(noise/U)**2:.1e}")
print(f"valley splitting (rough) = {valley:.2f} meV")
print(f"J at d = {d_work:.0f} meV with inter-valley hopping = t: {J_valley*1e3:.5f} ueV")
print(f"relative change from inter-valley hopping: {J_valley/J_work-1:.2e}")
print(f"orbital length = {length:.0f} nm, dot spacing = {spacing:.0f} nm")
print(f"in-plane mass = {mass:.2f} m_e, mean permittivity = {eps:.2f}")
print(f"orbital quantum hw = {hw:.3f} meV, Coulomb/hw = {lam:.3f}")
print(f"correlated pair repulsion in one dot = {pair_repulsion:.2f} meV")
print(f"double well: inter-dot repulsion = {v_inter*hw:.2f} meV")
print(f"correlated net repulsion = {pair_repulsion-v_inter*hw:.2f} meV")
print(f"orbital triplet above singlet in one dot = {orbital_triplet:.3f} meV")
print(f"double well: bare t = {t_well*hw*1e3:.2f} ueV")
print(f"double well: Coulomb-assisted t = {t_assisted*hw*1e3:.2f} ueV")
print(f"double well: uncorrelated net repulsion = {u_net*hw:.2f} meV")
print(f"double well: J formula, bare t = {4*t_well**2/u_net*hw*1e3:.4f} ueV")
print(f"double well: twice direct exchange = {2*direct*hw*1e3:.4f} ueV")
print(f"double well: J with 2 orbitals = {J_two*hw*1e3:.4f} ueV")
print(f"double well: J with 30 orbitals = {J_many*hw*1e3:.4f} ueV")
print(f"temperature = {temp:.1f} K, kT = {k_t*1e3:.2f} ueV")
print(f"thermal singlet population at d = {d_work:.0f} meV: {singlet_pop:.3f}")
print(f"valley Boltzmann factor at {temp:.1f} K: {np.exp(-valley/k_t):.1e}")
print(f"valley Boltzmann factor at 1 K: {np.exp(-valley/(k_t/temp)):.3f}")
print(f"g difference (rough) = {g_diff:.0e}, magnetic field = {field_b:.0f} T")
print(f"Zeeman difference = {zeeman*1e3:.4f} ueV")
print(f"S-T0 splitting at d = 0: {np.hypot(j_exact(0, t, U), zeeman)*1e3:.5f} ueV")
print(f"in-plane field for d = {d_work:.0f} meV: {tilt:.2e} MV/cm")
print("checks complete")
```

Printed output:

```
U (net repulsion) = 10.0 meV, t = 0.050 meV
d (meV) | J exact (ueV) | J formula (ueV) | rel. error | bound p
 0.0 | 0.99990 | 1.00000 | 9.998e-05 | 1.000e-04
 4.0 | 1.19028 | 1.19048 | 1.643e-04 | 1.644e-04
 8.0 | 2.77427 | 2.77778 | 1.262e-03 | 1.265e-03
 9.0 | 5.23704 | 5.26316 | 4.963e-03 | 5.014e-03
 9.5 | 10.05906 | 10.25641 | 1.924e-02 | 2.001e-02
detuning where bound p is 1 percent = 9.292 meV
J exact at resonance d = U: 70.84 ueV
sqrt(2) t = 70.71 ueV
J/h at d = 0: 241.8 MHz
J/h at d = 8 meV: 670.8 MHz
swap time at d = 0: 2.068 ns
swap time at d = 8 meV: 0.745 ns
doubly occupied weight at d = 8 meV: 1.260e-03
dlnJ/dd at 8 meV: exact 0.4432, formula 0.4444 /meV
detuning noise (rough) = 10 ueV
relative J noise at d = 8 meV: 4.43e-03
relative J shift at d = 0 from same noise: 1.0e-06
valley splitting (rough) = 0.30 meV
J at d = 8 meV with inter-valley hopping = t: 2.77421 ueV
relative change from inter-valley hopping: -2.38e-05
orbital length = 10 nm, dot spacing = 60 nm
in-plane mass = 0.19 m_e, mean permittivity = 7.80
orbital quantum hw = 4.011 meV, Coulomb/hw = 4.603
correlated pair repulsion in one dot = 12.61 meV
double well: inter-dot repulsion = 3.56 meV
correlated net repulsion = 9.05 meV
orbital triplet above singlet in one dot = 0.991 meV
double well: bare t = 27.16 ueV
double well: Coulomb-assisted t = 116.54 ueV
double well: uncorrelated net repulsion = 18.52 meV
double well: J formula, bare t = 0.1593 ueV
double well: twice direct exchange = 17.8774 ueV
double well: J with 2 orbitals = -14.9452 ueV
double well: J with 30 orbitals = 0.0035 ueV
temperature = 0.1 K, kT = 8.62 ueV
thermal singlet population at d = 8 meV: 0.315
valley Boltzmann factor at 0.1 K: 7.6e-16
valley Boltzmann factor at 1 K: 0.031
g difference (rough) = 1e-03, magnetic field = 1 T
Zeeman difference = 0.0579 ueV
S-T0 splitting at d = 0: 1.00157 ueV
in-plane field for d = 8 meV: 1.33e-03 MV/cm
checks complete
```
